# Spin-channel mixing and charge–magnetization mixing in self-consistent calculations

Suppose a spin-polarized calculation holds five electrons, and one wants to mix the total density cautiously, with parameter 0.3, and the magnetization more boldly, with parameter 0.8. If these two numbers are given to the two spin channels instead, 0.8 to spin up and 0.3 to spin down, a single mixing step can turn five electrons into 5.2. With one parameter for everything, the choice of variables would have made no difference. To move safely between the two descriptions, one must know when they agree and what replaces the single parameter when they do not.

Let \(n_\uparrow(\mathbf r)\) and \(n_\downarrow(\mathbf r)\) be the number densities of spin-up and spin-down electrons, with one fixed spin axis throughout space (collinear magnetism). Each self-consistency cycle takes an input density, builds the potential from it, and returns an output density. The residual is output minus input,

\[
R_\sigma=n_\sigma^{\rm out}-n_\sigma^{\rm in},\qquad \sigma=\uparrow,\downarrow ,
\]

and it vanishes at self-consistency. Simple linear mixing adds a fixed fraction of the residual to the old input. With a common parameter \(\alpha\), the next input, marked by a prime, is

\[
n_\uparrow'=n_\uparrow+\alpha R_\uparrow,\qquad
n_\downarrow'=n_\downarrow+\alpha R_\downarrow ,
\]

where densities without a label are inputs. Schemes that combine residuals from several earlier cycles are not considered here.

The total density and the magnetization density are

\[
n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow .
\]

Here \(m\) counts the excess of up electrons, without a factor of the Bohr magneton. Adding and subtracting these definitions gives the way back,

\[
n_\uparrow=\tfrac12(n+m),\qquad n_\downarrow=\tfrac12(n-m).
\]

The definitions apply to output and input alike, so the residuals transform in the same way:

\[
R_n=R_\uparrow+R_\downarrow,\qquad R_m=R_\uparrow-R_\downarrow .
\]

Now add the two spin-mixing equations, and then subtract the second from the first:

\[
n'=n+\alpha(R_\uparrow+R_\downarrow)=n+\alpha R_n,
\]
\[
m'=m+\alpha(R_\uparrow-R_\downarrow)=m+\alpha R_m .
\]

These are the equations for mixing \(n\) and \(m\) with the same \(\alpha\). Conversely, starting from them and transforming back,

\[
n_\uparrow'=\tfrac12(n'+m')=\tfrac12(n+m)+\tfrac{\alpha}{2}(R_n+R_m)=n_\uparrow+\alpha R_\uparrow ,
\]

and half the difference gives the spin-down equation. The two procedures therefore produce the same next input at every point. Since the next output is computed from that input, the following cycle also starts from equal data, and the whole sequences of densities agree, apart from rounding. The step that makes this work is that a common number can be taken outside the sum and the difference.

Two different numbers cannot be taken outside in this way. Let \(n\) be mixed with \(\alpha_n\) and \(m\) with \(\alpha_m\):

\[
n'=n+\alpha_nR_n,\qquad m'=m+\alpha_mR_m .
\]

For spin up, take half the sum and express the residuals through the spin channels:

\[
n_\uparrow'=n_\uparrow+\tfrac12\left[\alpha_n(R_\uparrow+R_\downarrow)+\alpha_m(R_\uparrow-R_\downarrow)\right].
\]

For spin down, take half the difference, which reverses the sign of the magnetization term:

\[
n_\downarrow'=n_\downarrow+\tfrac12\left[\alpha_n(R_\uparrow+R_\downarrow)-\alpha_m(R_\uparrow-R_\downarrow)\right].
\]

Collecting the coefficients of \(R_\uparrow\) and \(R_\downarrow\) gives

\[
\begin{pmatrix}n_\uparrow'\\ n_\downarrow'\end{pmatrix}
=\begin{pmatrix}n_\uparrow\\ n_\downarrow\end{pmatrix}
+P\begin{pmatrix}R_\uparrow\\ R_\downarrow\end{pmatrix},
\qquad
P=\frac12\begin{pmatrix}
\alpha_n+\alpha_m&\alpha_n-\alpha_m\\
\alpha_n-\alpha_m&\alpha_n+\alpha_m
\end{pmatrix}.
\]

This is the spin-coupled mixing matrix. Its off-diagonal element is zero if and only if \(\alpha_n=\alpha_m\), and then \(P\) is the common parameter times the unit matrix. Otherwise the residual of one spin changes the density of the other. The two diagonal elements are equal, so no choice of \(\alpha_n\) and \(\alpha_m\) reproduces separate, unequal parameters for the two spin channels.

The matrix can be read through two special residuals. If both spins have the same residual, \(P\) multiplies the vector \((1,1)\) by \(\alpha_n\): this is a pure change of charge. If the residuals are opposite, it multiplies \((1,-1)\) by \(\alpha_m\): this is a pure transfer between spins. Setting \(\alpha_m=0\) freezes the magnetization, and each spin receives half of \(\alpha_nR_n\). Setting \(\alpha_n=0\) freezes the total density, and whatever one spin gains at a point the other loses there.

The second limit occurs naturally when the charge parameter depends on wavevector. In Kerker mixing, each Fourier component of \(R_n\) is multiplied by \(\alpha_n(q)=\alpha q^2/(q^2+q_0^2)\), where \(q_0\) is a chosen wavevector. The change from spin densities to \(n\) and \(m\) acts on the spin label alone, so the derivation holds for each Fourier component separately. If the magnetization keeps the constant parameter \(\alpha\), then as \(q\to0\)

\[
P(q)\to\frac{\alpha}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\]

Long-wavelength charge changes are suppressed, while long-wavelength spin transfer is still allowed.

Electron counting shows why the distinction matters. Let input and output both contain \(N\) electrons, as when the Fermi level is adjusted in each cycle to hold that number. Then \(\int R_n\,d^3r=0\). Integrating the equations for \(n'\) and \(m'\), with \(M=\int m\,d^3r\), gives

\[
N'=N,\qquad M'=M_{\rm in}+\alpha_m(M_{\rm out}-M_{\rm in}).
\]

The electron number is safe for any \(\alpha_n\) and \(\alpha_m\). Now give the spin channels their own parameters \(\alpha_\uparrow\) and \(\alpha_\downarrow\) instead. Using \(R_\uparrow=\tfrac12(R_n+R_m)\) and \(R_\downarrow=\tfrac12(R_n-R_m)\), the change of total density is

\[
n'-n=\alpha_\uparrow R_\uparrow+\alpha_\downarrow R_\downarrow
=\tfrac12(\alpha_\uparrow+\alpha_\downarrow)R_n+\tfrac12(\alpha_\uparrow-\alpha_\downarrow)R_m .
\]

The first term integrates to zero, but the second leaves

\[
N'-N=\tfrac12(\alpha_\uparrow-\alpha_\downarrow)(M_{\rm out}-M_{\rm in}).
\]

The numbers in the opening come from radial Gaussian spin densities with 3 up and 2 down electrons in the input, and 3.4 up and 1.6 down in the output. The moment therefore goes from 1.0 to 1.8. With \(\alpha_\uparrow=0.8\) and \(\alpha_\downarrow=0.3\), the error is \(\tfrac12(0.5)(0.8)=0.2\) electron, and the next input holds 5.2 electrons. With \(\alpha_n=0.3\) and \(\alpha_m=0.8\), it holds 5.0, and its moment is \(1.0+0.8\times0.8=1.64\). For the same densities and a common parameter 0.3, the two mixing routes differ nowhere on the radial grid by more than about \(10^{-16}\) electrons per cubic angstrom, which is rounding error.

Keeping the electron number does not guarantee acceptable spin densities. For a common parameter between 0 and 1,

\[
n_\sigma'=(1-\alpha)n_\sigma^{\rm in}+\alpha n_\sigma^{\rm out},
\]

which is a weighted average with non-negative weights. If input and output are non-negative, so is the next input. With unequal parameters the off-diagonal element can break this, even if both parameters lie between 0 and 1. For \(\alpha_n=0.3\) and \(\alpha_m=0.8\), the diagonal element of \(P\) is 0.55 and the off-diagonal one is \(-0.25\). Consider a point where the up density is 0.10 in the input and 0.90 in the output, while the down density is 0.02 in both, all in electrons per cubic angstrom. Then \(R_\uparrow=0.80\), \(R_\downarrow=0\), and in the same unit

\[
n_\uparrow'=0.10+0.55\times0.80=0.54,
\]
\[
n_\downarrow'=0.02-0.25\times0.80=-0.18 .
\]

The magnetization has moved faster than the total density, so that \(|m'|>n'\), which no real spin densities can satisfy. A common parameter 0.3 gives 0.34 and 0.02 instead. The Gaussian densities above show the same fault in their tail. The spin-up output is the most diffuse of the four and enters \(n_\downarrow'\) with weight \(-0.25\), so with \(\alpha_n=0.3\) and \(\alpha_m=0.8\) the mixed spin-down density is negative beyond about 2.2 angstrom, by about 0.01 electron in all, although the total is 5.0. A program that uses separate parameters must therefore check for negative spin densities before evaluating a functional that requires non-negative ones.

The reason for accepting this complication is that charge and spin errors can respond very differently. A small model shows it: one level with energy \(\varepsilon\), broadened to a Lorentzian of half-width \(\Gamma\) by contact with a reservoir whose Fermi energy is zero. Two electrons on the level repel with energy \(U\). In the mean-field approximation, an electron of spin \(\sigma\) feels the average occupation of the opposite spin \(\bar\sigma\), so its level lies at \(E_\sigma=\varepsilon+Un_{\bar\sigma}\). Here \(n_\sigma\) is an occupation, a pure number, and \(n\) and \(m\) are again the sum and the difference. At zero temperature the states below the Fermi energy are filled:

\[
n_\sigma^{\rm out}=\int_{-\infty}^{0}\frac{\Gamma/\pi}{(E-E_\sigma)^2+\Gamma^2}\,dE
=\frac12-\frac1\pi\arctan\frac{E_\sigma}{\Gamma}.
\]

The level exchanges electrons with the reservoir, so its total occupation is not fixed, and the charge residual need not vanish.

At a nonmagnetic solution both spins have the same shifted level \(E_0\). Differentiating the occupation with respect to the level energy gives

\[
\frac{dn_\sigma^{\rm out}}{dE_\sigma}=-\frac1\pi\,\frac{\Gamma}{E_0^2+\Gamma^2}=-\rho ,
\]

where \(\rho\) is the density of states per spin at the Fermi energy. A small input error \(\delta n_{\bar\sigma}\) shifts the level by \(U\delta n_{\bar\sigma}\). With \(u=U\rho\), to first order in the errors,

\[
\delta n_\uparrow^{\rm out}=-u\,\delta n_\downarrow,\qquad
\delta n_\downarrow^{\rm out}=-u\,\delta n_\uparrow .
\]

The sum and the difference of these equations are

\[
\delta n^{\rm out}=-u\,\delta n,\qquad \delta m^{\rm out}=+u\,\delta m .
\]

Extra charge raises both levels and is opposed. Extra spin up raises the spin-down level, which lowers the down occupation and so supports the magnetization. The residuals are \(-(1+u)\delta n\) and \(-(1-u)\delta m\), and after one mixing step

\[
\delta n'=[1-\alpha_n(1+u)]\,\delta n,\qquad
\delta m'=[1-\alpha_m(1-u)]\,\delta m .
\]

Small errors die out if both factors lie between \(-1\) and 1. For \(0<u<1\) this means

\[
0<\alpha_n<\frac{2}{1+u},\qquad 0<\alpha_m<\frac{2}{1-u}.
\]

As \(u\) approaches 1, the magnetization hardly corrects itself, and a fixed \(\alpha_m\) makes slow progress. For \(u>1\) the factor for \(\delta m\) exceeds 1 for every positive \(\alpha_m\), and the iteration drives a small magnetization away from zero. Both errors vanish to first order if

\[
\alpha_n=\frac1{1+u},\qquad \alpha_m=\frac1{1-u}.
\]

A common parameter must compromise. For small \(\alpha\) the slower error is the magnetic one, with factor \(1-\alpha(1-u)\), which falls as \(\alpha\) grows. Eventually the charge error overshoots, with magnitude \(\alpha(1+u)-1\), which rises. The larger of the two is smallest where they are equal:

\[
1-\alpha(1-u)=\alpha(1+u)-1\quad\Rightarrow\quad \alpha=1 ,
\]

and both magnitudes are then \(u\). In this model the common parameter with the fastest linear convergence near the solution is thus 1, which uses the output directly. This is a consequence of the equal and opposite responses \(\mp u\), and it does not carry over to extended systems. The model has no long-range Coulomb repulsion; in a metal that repulsion can make the long-wavelength charge response much larger than 1 in magnitude, and a common parameter 1 then fails to converge. The number of steps to a given tolerance also depends on the start, and a slightly different parameter can need a few steps fewer.

Take \(\varepsilon=-1\) eV, \(\Gamma=1\) eV and \(U=2.5\) eV as round model values. The nonmagnetic occupation per spin is 0.45585, and the shifted level lies at \(-1+2.5\times0.45585\approx0.140\) eV. The density of states per spin is 0.3122 per eV, so \(u=2.5\times0.3122=0.7805\), or 0.7806 before rounding. The best parameters are

\[
\alpha_n=\frac1{1.7806}=0.562,\qquad \alpha_m=\frac1{0.2194}=4.56 .
\]

For the fastest convergence the charge is damped, while the magnetization is extrapolated well beyond its output. The corresponding matrix has diagonal elements \(\tfrac12(0.5616+4.5571)=2.559\) and off-diagonal elements \(\tfrac12(0.5616-4.5571)=-1.998\).

Start from occupations 0.55 and 0.40. The first outputs are 0.5000 and 0.3858, so the residuals are \(-0.0500\) and \(-0.0142\). One step with \(P\) gives

\[
n_\uparrow'=0.55-2.559\times0.0500+1.998\times0.0142=0.450,
\]
\[
n_\downarrow'=0.40+1.998\times0.0500-2.559\times0.0142=0.464 .
\]

The moment has dropped from 0.150 to about \(-0.013\). It is not zero because the response is not strictly linear. The linear formula predicts an output moment of \(0.7806\times0.150=0.1171\), whereas the actual one is 0.1142. The difference of \(-0.0029\), multiplied by 4.56, gives the overshoot of \(-0.013\). A large \(\alpha_m\) thus also magnifies what the linear estimate leaves out.

The iteration is stopped when neither residual exceeds \(10^{-10}\) electron in magnitude. A common parameter 0.5 needs 163 steps, a common parameter 1 needs 81, and the separate parameters need 4. The first count can be understood from the linear theory. At \(\alpha=0.5\) the charge error is multiplied by a factor of magnitude 0.11 in each step and soon disappears, while the magnetic error is multiplied by 0.8903. The residual of each spin after \(k\) steps then has magnitude close to \(\tfrac12(0.2194)(0.150)(0.8903)^k\), which falls to \(10^{-10}\) at \(k\approx163\). For common parameter 1, the observed ratio of successive moments, 0.7806, agrees with \(u\).

The coupling between the spins is essential to the fast result. If the off-diagonal elements are deleted and the diagonal 2.559 is kept, both errors are mixed with this one parameter. The charge factor becomes \(1-2.559\times1.7806=-3.56\), so charge errors grow, and the iteration does not converge. It runs away without bound: the output stays between 0 and 1, so far from the solution each step multiplies the input by about \(1-2.559=-1.56\). The large diagonal element is harmless for charge because the negative off-diagonal element cancels most of it, leaving \(2.559-1.998\approx0.56\).

The count of 4 steps belongs to this model and this start, and it uses a value of \(u\) taken at the solution, which a real calculation does not know in advance. Near a magnetic solution the two spins are no longer equivalent. A charge error can then produce a magnetization error, and two separate factors need not describe the convergence. The matrix \(P\) still states correctly what the mixing does, since its derivation made no use of the response.

The algebra also applies to the spin-resolved occupation matrices of a Hubbard correction or of the projector augmented-wave (PAW) method, element by element, because it uses only sums and differences of the two spins. The two routes are equivalent when, for each quantity separately, the charge and spin parts share one parameter; the density and the occupation matrices need not share it with each other for this purpose. In PAW there can be a further condition on the charge. With frozen core electrons, the number of valence electrons is the integral of a smooth density plus an on-site part that is linear in the occupation matrices. Input and output have the same total, so if the smooth part changes by \(\Delta\), the on-site part changes by \(-\Delta\). Mixing the charge of the first with \(\alpha_n\) and that of the second with \(\beta_n\) changes the electron number by

\[
\alpha_n\Delta-\beta_n\Delta=(\alpha_n-\beta_n)\Delta ,
\]

which vanishes for every \(\Delta\) only if \(\beta_n=\alpha_n\). The spin parameter may differ from the charge parameter, but two parts of the charge that are mixed separately in this way must be mixed alike. The condition does not arise if the mixed density already includes compensation charges that make its integral equal to the full number of valence electrons. The numerical output below lists the electron numbers and moments of the Gaussian densities, and the values used for the single point and the broadened level.

## Values computed for the example and the checks

```
GAUSSIAN DENSITIES, one mixing step
alpha_n, alpha_m = 0.3, 0.8
P diagonal, off-diagonal = 0.550, -0.250
common alpha 0.3: max difference = 1.1e-16 e/A^3
electrons in, out, next = 5.0000, 5.0000, 5.0000
moment in, out, next = 1.0000, 1.8000, 1.6400 (up-down electrons)
alpha_up, alpha_down = 0.8, 0.3: electrons = 5.2000
ONE POINT, (up, down) in e/A^3
input = 0.100, 0.020
output = 0.900, 0.020
next, separate parameters = 0.540, -0.180
next, common 0.3 = 0.340, 0.020
MEAN-FIELD LEVEL
level, half-width, U = -1.0, 1.0, 2.5 eV
nonmagnetic occupation per spin = 0.45585
shifted level = 0.13961 eV
density of states per spin = 0.31222 1/eV
u = 0.78056; 1+u = 1.78056; 1-u = 0.21944
upper limits alpha_n, alpha_m = 1.1232, 9.1141
best alpha_n, alpha_m = 0.5616, 4.5571
best P diagonal, off-diagonal = 2.5593, -1.9977
best common alpha from scan = 1.00
error factor, common 0.5 = 0.8903
error factor, common 1 = 0.7806
observed moment ratio, common 1 = 0.78056
error factor, P without off-diagonal = 3.5571
start (up, down) = 0.5500, 0.4000
first output (up, down) = 0.50000, 0.38580
after one step with best P = 0.45040, 0.46354
residual tolerance = 1e-10 electrons
steps, common 0.5 = 163
steps, common 1 = 81
steps, best separate parameters = 4
P without off-diagonal: converged = False after 1000 steps
```
